**Energy division and Fermi-level pinning by gap states**

For one plane of gap states with constant density $D$, at distance $\delta$ from an ideal metal across permittivity $\varepsilon$, the pinning factor is $S=1/(1+e^2D\delta/\varepsilon)$ and the field holds the fraction $1-S$ of the stored energy. The program obtains the field energy by integrating Poisson's equation for narrow charge layers, then finds the minimum by a search over whole electrons in discrete levels. It asserts that the slope between two metals, the transferred charge and the energy share agree with the formulas. The output gives $S=0.469$ and a field share of 0.531, also at half the equilibrium charge. Separate discretised minimisations assert that the share falls below $1-S$ when the charge is spread in depth or the metal surface has a screening layer. For the example these shares are 0.281 against 0.599, and 0.522 against 0.671. The program also asserts the stated behaviour for a varying density of states, a temperature of 398 K and a gate field.

## Numerical check

```python
"""
Fermi-level pinning by constant-density gap states at a metal/dielectric contact.

Result under test: with energy per area
    U(n) = -n*Delta + n^2/(2 D) + e^2 n^2 d/(2 eps),
the minimum gives the slope S = d(Phi_eff)/d(Phi_M) = 1/(1 + e^2 D d/eps),
and field energy / (field energy + band-filling energy) = 1 - S.

n     electrons per area moved from the metal into the gap states (signed)
Delta neutrality level minus metal work function, both measured below vacuum
D     gap states per area and energy;  d  sheet distance;  eps  permittivity
Internal units: eV and nm. Energies per area are in eV/nm^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import i0, expit

K = const.e / const.epsilon_0 * 1e9      # e^2/eps0 in eV nm

# Rough typical parameters, hafnium-dioxide-like dielectric
phi_metal = 5.2          # eV
phi_metal_low = 4.1      # eV, second metal
phi_cnl = 4.6            # eV
dos = 1.0                # states per eV nm^2 (= 1e14 per eV cm^2)
dist = 0.25              # nm
eps_layer = 4.0          # relative permittivity between the sheets

# Derived formulas
delta = phi_cnl - phi_metal
step_per_n = K * dist / eps_layer
alpha = dos * step_per_n
S = 1 / (1 + alpha)
n_eq = dos * S * delta
step = (1 - S) * delta
phi_eff = phi_metal + step
fill_energy = n_eq**2 / (2 * dos)
field_energy = step_per_n * n_eq**2 / 2
stored = fill_energy + field_energy


# Field energy and potential step from Poisson's equation, narrow layers
def smeared_layers(width):
    """Unit electron sheet at dist, unit deficit at 0, Gaussian width."""
    count = int((dist + 20 * width) / (width / 40)) + 1
    z = np.linspace(-10 * width, dist + 10 * width, count)
    norm = width * np.sqrt(2 * np.pi)
    density = (np.exp(-0.5 * ((z - dist) / width)**2)
               - np.exp(-0.5 * (z / width)**2)) / norm
    slope = -K / eps_layer * cumulative_trapezoid(density, z, initial=0)
    potential = cumulative_trapezoid(slope, z, initial=0)
    return 0.5 * trapezoid(density * potential, z), potential[-1]


energy_wide, _ = smeared_layers(0.002)
energy_narrow, step_poisson = smeared_layers(0.001)
# the edge correction is linear in the width, so extrapolate to zero width
field_coeff = 2 * energy_narrow - energy_wide
assert abs(field_coeff / (step_per_n / 2) - 1) < 1e-4
assert abs(step_poisson / step_per_n - 1) < 1e-4


# Minimum by search over whole electrons in discrete levels
def search_minimum(phi_m):
    area = 2.0e4                                     # nm^2
    drive = phi_cnl - phi_m
    max_count = int(area * dos * 0.7)
    levels = (np.arange(max_count) + 0.5) / (area * dos)
    filling = np.concatenate(([0.0], np.cumsum(levels)))
    number = np.arange(max_count + 1)
    field = field_coeff * number**2 / area
    best = None
    for sign in (1, -1):
        total = -drive * sign * number + filling + field
        k = int(np.argmin(total))
        if best is None or total[k] < best[0]:
            best = (total[k], sign, k)
    total_min, sign, k = best
    half = k // 2
    return {"n": sign * k / area,
            "phi_eff": phi_m + step_poisson * sign * k / area,
            "share": field[k] / (field[k] + filling[k]),
            "share_half": field[half] / (field[half] + filling[half]),
            "u_min": total_min / area}


high = search_minimum(phi_metal)
low = search_minimum(phi_metal_low)
S_search = (high["phi_eff"] - low["phi_eff"]) / (phi_metal - phi_metal_low)
assert abs(S_search - S) < 2e-4              # limited by whole electrons
assert abs(high["n"] - n_eq) < 1e-4
assert abs(high["phi_eff"] - phi_eff) < 2e-4
assert abs(high["share"] - (1 - S_search)) < 3e-4
assert abs(high["share_half"] - (1 - S_search)) < 3e-4
assert abs(high["u_min"] + 0.5 * n_eq * delta) < 1e-5
assert abs(stored - 0.5 * n_eq * delta) < 1e-12

# Neglected effect: gap-state charge spread exponentially in depth
sheets = 1000
depth = -dist * np.log(1 - (np.arange(sheets) + 0.5) / sheets)
coulomb = K / eps_layer * np.minimum.outer(depth, depth)
hessian = coulomb + np.eye(sheets) * sheets / dos
n_sheet = np.linalg.solve(hessian, np.full(sheets, delta))
local_step = coulomb @ n_sheet
field_spread = 0.5 * n_sheet @ local_step
fill_spread = 0.5 * np.sum(n_sheet**2) * sheets / dos
share_spread = field_spread / (field_spread + fill_spread)
S_spread = 1 - K / eps_layer * np.sum(n_sheet * depth) / delta
mean_step = np.sum(n_sheet * local_step) / np.sum(n_sheet)
assert abs(S_spread - 1 / i0(2 * np.sqrt(alpha))) < 2e-3   # finite sheet number
assert abs(share_spread - mean_step / delta) < 1e-9
assert share_spread < 1 - S_spread - 0.01

# Neglected effect: screening layer in the metal (Thomas-Fermi)
screen = 0.05                                # nm, rough
h = screen / 200
cells = 4000
metal_dos = 1 / (K * screen**2)              # states per eV nm^3
bands = np.zeros((3, cells - 1))
bands[0, 1:] = bands[2, :-1] = -1 / (metal_dos * h)
bands[1] = 2 / (metal_dos * h) + K * h
source = np.zeros(cells - 1)
source[-1] = 1 / (metal_dos * h)
enclosed = np.concatenate(([0.0], solve_banded((1, 1), bands, source), [1.0]))
metal_fill = np.sum(np.diff(enclosed)**2) / (2 * metal_dos * h)
metal_field = 0.5 * K * trapezoid(enclosed**2, dx=h)
metal_drop = K * trapezoid(enclosed, dx=h)
assert abs(metal_fill / (K * screen / 4) - 1) < 1e-3
assert abs(metal_field / (K * screen / 4) - 1) < 1e-3
assert abs(metal_drop / (K * screen) - 1) < 1e-3
coeff_total = 1 / (2 * dos) + step_per_n / 2 + metal_fill + metal_field
n_metal = delta / (2 * coeff_total)
S_metal = 1 - n_metal * (step_per_n + metal_drop) / delta
share_metal = (step_per_n / 2 + metal_field) / coeff_total
assert abs(S_metal - 1 / (1 + dos * (step_per_n + K * screen))) < 1e-3
assert share_metal < 1 - S_metal - 0.01

# Neglected effect: density of states rising away from neutrality
width_dos = 1.0                              # eV, density doubles here


def varying_dos(energy):
    return dos * (1 + (energy / width_dos)**2)


def filled(x):
    return quad(varying_dos, 0, x)[0]


x_var = brentq(lambda x: x + step_per_n * filled(x) - delta, -1, 1)
n_var = filled(x_var)
fill_var = quad(lambda energy: energy * varying_dos(energy), 0, x_var)[0]
field_var = step_per_n * n_var**2 / 2
share_var = field_var / (field_var + fill_var)
S_secant = x_var / delta
S_tangent = 1 / (1 + step_per_n * varying_dos(x_var))
assert share_var < 1 - S_secant < 1 - S_tangent

# Neglected effect: temperature, with states only inside the gap
temperature = 398.0                          # K
kT = const.k * temperature / const.e
gap_below, gap_above = 3.7, 2.1              # eV from neutrality level, rough
x_eq = S * delta
electrons = quad(lambda energy: expit(-(energy - x_eq) / kT),
                 0, gap_above, points=[0.3], epsabs=1e-12)[0]
holes = quad(lambda energy: expit((energy - x_eq) / kT),
             -gap_below, 0, points=[x_eq], epsabs=1e-12)[0]
n_thermal = dos * (electrons - holes)
thermal_error = abs(n_thermal / n_eq - 1)
assert thermal_error < 1e-6

# Neglected effect: gate field in the oxide beyond the sheet
oxide_field = 1.0                            # MV/cm
kappa = 20.0                                 # static relative permittivity, rough
outer = kappa * const.epsilon_0 * oxide_field * 1e8 / const.e * 1e-18
biased = minimize_scalar(
    lambda n: -n * delta + n**2 / (2 * dos) + step_per_n * (n + outer)**2 / 2,
    bracket=(-1, 1), tol=1e-10)
bias_shift = step_per_n * (biased.x + outer) - step
assert abs(bias_shift - S * step_per_n * outer) < 1e-6

layer_field = abs(step) / dist * 10          # V/nm to MV/cm
breakdown = 5.0                              # MV/cm, rough bulk strength
spacing = 1 / np.sqrt(abs(n_eq))
to_uC = const.e * 1e6 / 1e-14                # 1/nm^2 to uC/cm^2
to_uJ = const.e * 1e6 / 1e-14                # eV/nm^2 to uJ/cm^2

print(f"metal work function: {phi_metal:.2f} eV")
print(f"neutrality level below vacuum: {phi_cnl:.2f} eV")
print(f"driving energy Delta: {delta:.3f} eV")
print(f"gap-state density: {dos * 1e14:.2e} 1/(eV cm^2)")
print(f"sheet distance: {dist:.2f} nm")
print(f"layer relative permittivity: {eps_layer:.1f}")
print(f"e^2/eps0: {K:.4f} eV nm")
print(f"e^2 D d/eps: {alpha:.4f}")
print(f"S, formula: {S:.4f}")
print(f"S, level search with two metals: {S_search:.4f}")
print(f"electrons moved into states: {n_eq * 1e14:.3e} 1/cm^2")
print(f"size of transferred charge: {abs(n_eq) * to_uC:.2f} uC/cm^2")
print(f"Fermi level minus neutrality level: {x_eq:.4f} eV")
print(f"dipole step: {step:.4f} eV")
print(f"effective work function: {phi_eff:.4f} eV")
print(f"band-filling energy: {fill_energy:.5f} eV/nm^2")
print(f"field energy: {field_energy:.5f} eV/nm^2")
print(f"stored energy: {stored:.5f} eV/nm^2")
print(f"stored energy, converted: {stored * to_uJ:.3f} uJ/cm^2")
print(f"driving term n*Delta: {n_eq * delta:.5f} eV/nm^2")
print(f"minimum of U, level search: {high['u_min']:.5f} eV/nm^2")
print(f"field share, level search: {high['share']:.4f}")
print(f"field share at half the charge: {high['share_half']:.4f}")
print(f"1 - S, formula: {1 - S:.4f}")
print(f"second metal work function: {phi_metal_low:.2f} eV")
phi_eff_low = phi_metal_low + (1 - S) * (phi_cnl - phi_metal_low)
print(f"second metal effective value: {phi_eff_low:.4f} eV")
print(f"span of the two metals: {phi_metal - phi_metal_low:.2f} eV")
print(f"span of effective values: {phi_eff - phi_eff_low:.4f} eV")
print(f"depth spread, decay length: {dist:.2f} nm")
print(f"depth spread, S: {S_spread:.3f}")
print(f"depth spread, 1 - S: {1 - S_spread:.3f}")
print(f"depth spread, field share: {share_spread:.3f}")
print(f"metal screening length: {screen:.2f} nm")
print(f"metal screening, S: {S_metal:.3f}")
print(f"metal screening, 1 - S: {1 - S_metal:.3f}")
print(f"metal screening, field share: {share_metal:.3f}")
print(f"varying density, doubling energy: {width_dos:.1f} eV")
print(f"varying density, 1 - secant S: {1 - S_secant:.4f}")
print(f"varying density, 1 - tangent S: {1 - S_tangent:.4f}")
print(f"varying density, field share: {share_var:.4f}")
print(f"temperature of use: {temperature:.0f} K")
print(f"gap below neutrality level: {gap_below:.1f} eV")
print(f"gap above neutrality level: {gap_above:.1f} eV")
print(f"relative thermal change of n: below {1e-6:.0e}")
print(f"gate field in oxide: {oxide_field:.1f} MV/cm")
print(f"static relative permittivity: {kappa:.0f}")
print(f"size of work-function shift by gate field: {bias_shift:.4f} eV")
print(f"field in dipole layer: {layer_field:.1f} MV/cm")
print(f"rough bulk breakdown field: {breakdown:.1f} MV/cm")
print(f"layer field / breakdown field: {layer_field / breakdown:.2f}")
print(f"mean spacing of moved charges: {spacing:.2f} nm")
print("all tests passed")
```

Output:

```
metal work function: 5.20 eV
neutrality level below vacuum: 4.60 eV
driving energy Delta: -0.600 eV
gap-state density: 1.00e+14 1/(eV cm^2)
sheet distance: 0.25 nm
layer relative permittivity: 4.0
e^2/eps0: 18.0951 eV nm
e^2 D d/eps: 1.1309
S, formula: 0.4693
S, level search with two metals: 0.4693
electrons moved into states: -2.816e+13 1/cm^2
size of transferred charge: 4.51 uC/cm^2
Fermi level minus neutrality level: -0.2816 eV
dipole step: -0.3184 eV
effective work function: 4.8816 eV
band-filling energy: 0.03964 eV/nm^2
field energy: 0.04483 eV/nm^2
stored energy: 0.08447 eV/nm^2
stored energy, converted: 1.353 uJ/cm^2
driving term n*Delta: 0.16894 eV/nm^2
minimum of U, level search: -0.08447 eV/nm^2
field share, level search: 0.5307
field share at half the charge: 0.5307
1 - S, formula: 0.5307
second metal work function: 4.10 eV
second metal effective value: 4.3654 eV
span of the two metals: 1.10 eV
span of effective values: 0.5162 eV
depth spread, decay length: 0.25 nm
depth spread, S: 0.401
depth spread, 1 - S: 0.599
depth spread, field share: 0.281
metal screening length: 0.05 nm
metal screening, S: 0.329
metal screening, 1 - S: 0.671
metal screening, field share: 0.522
varying density, doubling energy: 1.0 eV
varying density, 1 - secant S: 0.5370
varying density, 1 - tangent S: 0.5492
varying density, field share: 0.5339
temperature of use: 398 K
gap below neutrality level: 3.7 eV
gap above neutrality level: 2.1 eV
relative thermal change of n: below 1e-06
gate field in oxide: 1.0 MV/cm
static relative permittivity: 20
size of work-function shift by gate field: 0.0587 eV
field in dipole layer: 12.7 MV/cm
rough bulk breakdown field: 5.0 MV/cm
layer field / breakdown field: 2.55
mean spacing of moved charges: 1.88 nm
all tests passed
```
